# Slow Purging of a Dead Volume through a Mixed Chamber, part 1

(Sections cited here and not found follow in the second part.)

## First half: the slow rate and the conditions behind it

### What a chamber-only estimate misses

In atomic layer deposition, one precursor must be purged before the next enters. Suppose a water dose fills a 300 cm³ chamber, which is then swept by clean nitrogen at a volumetric flow of 1962 cm³/s. If that chamber were the whole reactor, the water would fall to \(10^{-4}\) of its dose concentration in 1.41 s. Now connect a 500 cm³ valve pocket through a short neck. In the model below, the same reduction takes 11.0 s. After 1.41 s, the chamber still holds about 8% of the dose concentration, roughly 800 times the intended residue. Admitting trimethylaluminium at that moment would mix two reagents that the process is meant to keep apart.

The chamber itself has not become slow. It is being refilled by a slower volume, so its later concentration follows the emptying of the pocket. The task is to find that emptying rate and to say when a single rate describes it.

### Volumes, flows and signs

Let the chamber have volume \(V_c\) and precursor concentration \(c\). Let the dead volume have volume \(V\) and concentration \(d\). Concentration means molecules per unit volume. Gas passes through the chamber at flow \(Q\). The two volumes exchange equal flows \(q\) in opposite directions, so the exchange carries no net gas flow.

Both \(Q\) and \(q\) are volumes per unit time at the pressure and temperature of the reactor. A controller reading in standard cubic centimetres per minute must be converted first. For 100 sccm at 1 Torr and 423.15 K,

\[
Q=\frac{100}{60}\times760\times\frac{423.15}{273.15}
\simeq1962\ \mathrm{cm^3/s}.
\]

The factor 760 expands the gas from one atmosphere to 1 Torr, and the last factor expands it from the standard temperature, 273.15 K.

A diffusive neck also fits this description. If its cross-section is \(a\), its effective length is \(L\) and the diffusivity is \(D\), the net number of molecules leaving the pocket per unit time is \(Da(d-c)/L\). An exchange carries \(qd\) outward and \(qc\) inward, a net \(q(d-c)\). The two expressions agree if

\[
q=\frac{Da}{L}.
\]

This assumes that the concentration profile in the neck adjusts quickly and that the neck itself stores little precursor.

The basic model has two well-mixed volumes at the same constant pressure and temperature. The precursor is dilute, does not react during the purge and is not stored on the walls.

### A pocket facing perfectly clean gas

The simplest case has a chamber so strongly swept that \(c=0\) at the mouth of the pocket. Nothing returns. The number of molecules in the pocket is \(Vd\), and it falls by \(qd\) per unit time:

\[
V\dot d=-qd,\qquad d(t)=d(0)e^{-Bt},\qquad B=\frac qV .
\]

A dot denotes a time derivative. If \(q\) vanishes, the pocket is sealed and the rate vanishes, as it should. If \(V\) doubles at fixed \(q\), the emptying time doubles.

For the example, the neck has radius 1 cm and effective length 2.5 cm, a length that includes an allowance for its ends. The rough diffusivity of water in nitrogen is taken as 0.25 cm²/s at one atmosphere and 300 K, and it is scaled as \(T^{1.75}/p\). A steeper temperature exponent of 2.07 would raise the diffusivity at 423 K by about 12% and the slow rate found below by about 9%. The three-digit rates therefore serve to compare formulas, not to predict a particular reactor to that precision. With the chosen scaling,

\[
D=0.25\times760\left(\frac{423.15}{300}\right)^{1.75}
\simeq347\ \mathrm{cm^2/s},
\]

\[
q=\frac{347\times\pi(1)^2}{2.5}\simeq436\ \mathrm{cm^3/s},
\qquad B=\frac{436}{500}\simeq0.872\ \mathrm{s^{-1}} .
\]

This rate is too high for the real two-volume problem, because some of the molecules entering the chamber return to the pocket.

### Letting the chamber return molecules

During the purge the incoming gas is clean. The chamber loses \(Qc\) through its outlet and receives the net exchange \(q(d-c)\). The pocket loses that same net exchange. Hence

\[
V_c\dot c=-Qc+q(d-c),\qquad
V\dot d=q(c-d).
\]

Adding the equations cancels the exchange and leaves \(V_c\dot c+V\dot d=-Qc\): molecules leave the reactor through the outlet alone. This fixes the relative signs.

Collecting the terms in \(c\) suggests two definitions,

\[
A=\frac{Q+q}{V_c},\qquad r=\frac q{Q+q}.
\]

Since \(q/V_c=Ar\), the chamber equation becomes

\[
\dot c=-A(c-rd).
\]

If \(d\) were held fixed, \(c\) would approach \(rd\) in a time of about \(1/A\). When the pocket changes much more slowly than this, the chamber follows it with \(c\simeq rd\). Substitution in the pocket equation gives

\[
\dot d=B(c-d)\simeq-B(1-r)d .
\]

Because \(1-r=Q/(Q+q)\), the slow rate is

\[
\boxed{\,k_0=B(1-r)=\frac{qQ}{V(Q+q)}\,}.
\]

The factor \(1-r\) is the probability that a molecule in the chamber leaves through the outlet before it returns to the pocket, since the two exits compete in the ratio \(Q:q\). Taking the reciprocal gives another reading:

\[
\frac1{k_0V}=\frac{Q+q}{qQ}=\frac1q+\frac1Q .
\]

The neck and the outlet act as two resistances in series.

When \(q\ll Q\), the neck is the bottleneck and \(k_0\to q/V\), which recovers the clean-chamber case. When \(q\gg Q\), the outlet is the bottleneck and \(k_0\to Q/V\). The second limit still needs a chamber with little storage, a condition made quantitative next.

In the example \(r=436/(1962+436)\simeq0.182\), so

\[
k_0\simeq0.872(1-0.182)\simeq0.713\ \mathrm{s^{-1}},
\qquad 1/k_0\simeq1.40\ \mathrm s .
\]

### How far the chamber lags

The step \(c\simeq rd\) deserves a measure of its error. Let \(e=c-rd\). Differentiating, and using the chamber equation, gives \(\dot e=-Ae-r\dot d\). The pocket equation, with \(c=e+rd\), reads

\[
\dot d=B[e-(1-r)d].
\]

Therefore

\[
\dot e=-(A+rB)e+r(1-r)Bd .
\]

The first term removes the initial mismatch quickly. The second maintains a small lag because the pocket is still falling. Define the ratio of the two rates,

\[
\delta=\frac BA=\frac{qV_c}{V(Q+q)} .
\]

For \(\delta\ll1\), balancing the two terms on the right gives \(e\simeq r(1-r)\delta\,d\) to first order in \(\delta\). The neglected \(\dot e\) changes this at the next order, since \(e\) then varies at a rate near \(k_0\), which is small compared with \(A\). The chamber thus stays slightly above its instantaneous steady value. Returning this lag to the pocket equation yields

\[
\dot d\simeq-\left[B(1-r)-Br(1-r)\delta\right]d
=-k_0(1-r\delta)d .
\]

The lag sends extra molecules back and lowers the decay rate. In the example \(\delta\simeq0.872/7.99\simeq0.109\), so the relative reduction is \(r\delta\simeq0.020\). The corrected rate is 0.699 s⁻¹.

The product \(r\delta\) can be small even if \(\delta\) is not, because \(r\) may be small. For \(\delta<1\) the slow rate may then remain close to \(k_0\), but the chamber need not follow \(c\simeq rd\). With \(r=0.01\) and \(\delta=0.5\), for example, the rate is only 1% below \(k_0\), while \(c\) in the slow decay is almost twice \(rd\). The condition for the simple two-stage picture is \(\delta\ll1\).

### The two rates without the fast-chamber approximation

Now seek solutions in which both concentrations vary as \(e^{-\lambda t}\). The balances become

\[
(A-\lambda)c=Ar\,d,\qquad (B-\lambda)d=B\,c .
\]

Multiplying the two equations and dividing by the nonzero product \(cd\) gives \((A-\lambda)(B-\lambda)=ABr\). Expansion and the definition \(k_0=B(1-r)\) lead to

\[
P(\lambda)=\lambda^2-(A+B)\lambda+Ak_0=0 .
\]

The discriminant is

\[
(A+B)^2-4AB(1-r)=(A-B)^2+4ABr>0 .
\]

The roots are real and distinct. Their sum \(A+B\) and product \(Ak_0\) are positive, so both roots are positive. Call the smaller \(\lambda_s\) and the larger \(\lambda_f\). There is no oscillation, just a slow and a fast decay.

To locate \(k_0\) relative to the roots, evaluate

\[
P(k_0)=k_0^2-(A+B)k_0+Ak_0=k_0(k_0-B)=-rBk_0<0 .
\]

An upward-opening quadratic is negative between its roots. Thus \(\lambda_s<k_0<\lambda_f\): at finite chamber volume, the simple formula overestimates the slow rate.

A lower bound follows from the sum and product of the roots:

\[
\frac1{\lambda_s}+\frac1{\lambda_f}
=\frac{A+B}{Ak_0}=\frac{1+\delta}{k_0}.
\]

Both terms on the left are positive, so \(1/\lambda_s\) is less than the right-hand side. Combining the bounds,

\[
\frac{k_0}{1+\delta}<\lambda_s<k_0 .
\]

For the example this confines the slow rate between 0.643 and 0.713 s⁻¹. The eigenvalues themselves are \(\lambda_s\simeq0.698\) and \(\lambda_f\simeq8.17\) s⁻¹. The simple formula is therefore about 2% high relative to the two-volume rate, as the lag calculation indicated.

### When the chamber is too large

Keep \(Q\), \(q\) and \(V\) fixed and enlarge the chamber. With five times the original volume, \(\delta=0.545\), and the slow rate is 0.861 of \(k_0\). With twenty times the volume, \(\delta=2.18\), and the ratio is 0.408. The formula has then failed because the chamber no longer follows the pocket quickly.

The opposite limit identifies what replaces it. From the product of the roots and \(\lambda_f=A+B-\lambda_s\),

\[
\lambda_s=\frac{Ak_0}{A+B-\lambda_s}.
\]

As \(V_c\to\infty\) with the other quantities fixed, \(A\) tends to zero. Since \(\lambda_s\lambda_f=Ak_0\) also tends to zero while the sum tends to \(B\), \(\lambda_s\) tends to zero. The leading result is \(\lambda_s\simeq Ak_0/B=A(1-r)=Q/V_c\). The slow tail now belongs to the large chamber.

A second limit tests strong exchange. As \(q\to\infty\) at fixed volumes and \(Q\), \(k_0\to Q/V\) and \(\delta\to V_c/V\). The fast rate diverges, so the reciprocal sum gives

\[
\lambda_s\to\frac{Q/V}{1+V_c/V}=\frac Q{V+V_c}.
\]

This is the purge rate of one combined, mixed volume. It agrees with \(k_0\) if \(V_c\ll V\).

### A time that includes the chamber

The reciprocal sum also has a direct meaning. Let \(T_d\) be the mean time to leave the reactor for a molecule that starts in the dead volume, and \(T_c\) the same time for one that starts in the chamber. The first waits \(V/q\) on average before entering the chamber. The second waits \(1/A\), after which it returns to the pocket with probability \(r\):

\[
T_d=\frac Vq+T_c,\qquad T_c=\frac1A+rT_d .
\]

Substitution gives \((1-r)T_d=1/B+1/A\). Dividing by \(1-r\),

\[
T_d=\frac1{k_0}+\frac1{A(1-r)}
=\frac1{k_0}+\frac{V_c}{Q}.
\]

This equals \((1+\delta)/k_0\), the sum found above, because \(\delta/k_0=V_c/Q\). For the example it is \(1.402+0.153=1.555\) s. Numerical integration of the fraction remaining in the reactor, starting with all the precursor in the pocket, also gives 1.555 s. Unlike the simple exponential law, this mean time needs no separation between the chamber and pocket rates.

## Second half: purge times, doses and neglected effects

The chamber has volume \(V_c\), concentration \(c\) and throughflow \(Q\). The dead volume has volume \(V\), concentration \(d\) and exchange flow \(q\). The first half defined

\[
A=\frac{Q+q}{V_c},\quad B=\frac qV,\quad
r=\frac q{Q+q},\quad \delta=\frac BA .
\]

The simple slow rate is \(k_0=B(1-r)=qQ/[V(Q+q)]\), for \(\delta\ll1\). The full two-volume rates \(\lambda_s<\lambda_f\) satisfy \(\lambda_s+\lambda_f=A+B\) and \(\lambda_s\lambda_f=Ak_0\). In the example,

\[
k_0=0.713,\qquad \lambda_s=0.698,\qquad
\lambda_f=8.17\quad \mathrm{s^{-1}},
\]

with \(r=0.182\) and \(\delta=0.109\).

### After a long dose

A rate does not fix a purge time, because the slow tail also has an amplitude. Begin with a dose long enough to fill both volumes to the inlet concentration \(n_0\). At \(t=0\) the inlet becomes clean. The chamber concentration is a sum of the two decays,

\[
\frac{c(t)}{n_0}=S(t)
=C_se^{-\lambda_st}+(1-C_s)e^{-\lambda_ft}.
\]

The coefficients add to one because \(c(0)=n_0\). At that first instant \(d=c\), so there is no net exchange and the chamber equation gives \(\dot c(0)=-(Q/V_c)n_0\). Differentiating \(S\) at zero and equating the slopes,

\[
C_s\lambda_s+(1-C_s)\lambda_f=\frac Q{V_c}.
\]

Solving for the slow amplitude,

\[
C_s=\frac{\lambda_f-Q/V_c}{\lambda_f-\lambda_s}.
\]

With \(Q/V_c\simeq6.54\) s⁻¹, this gives

\[
C_s\simeq\frac{8.17-6.54}{8.17-0.70}\simeq0.218 .
\]

As \(V_c\to0\) with the other quantities fixed, \(\lambda_f\simeq A\) and \(\lambda_s\) stays finite. Then \(C_s\to1-(Q/V_c)/A=r\), the ratio \(c/d\) of a chamber that follows the pocket without lag.

At finite \(\delta\) the amplitude is higher. To first order, \(\lambda_s\simeq B(1-r)\) and hence \(\lambda_f\simeq A+rB\). With \(Q/V_c=A(1-r)\),

\[
C_s\simeq\frac{r(A+B)}{A+(2r-1)B}
\simeq r[1+2(1-r)\delta] .
\]

In the last step the denominator was expanded: \(1+\delta-(2r-1)\delta=1+2(1-r)\delta\). This estimate gives 0.214, close to the full value of 0.218. The simple amplitude \(r=0.182\) is therefore a less accurate approximation than the simple rate.

We now have the slow rate set by the pocket, the condition \(\delta\ll1\) for its simple form, and the amplitude of the slow tail after a long dose. What remains is to turn these into purge times, treat short doses and changes of operating conditions, and estimate the effects the basic model neglects.
